# Peak-gain jump in a quantum well with mirror-image bands

## Problem

An undoped, symmetric quantum well is pumped so that electrons fill the conduction band and holes the valence band. The two bands are mirror images: both have effective mass $m$, both see a barrier of height $V_0$, and each holds two bound subbands, at $E_1<E_2$. Energies are measured into each band from its own edge, upwards for electrons and downwards for holes. The edges are separated by the gap $E_g$, and $D=E_2-E_1$.

The following assumptions define the model:

- The in-plane dispersion is parabolic, and optical transitions conserve the in-plane wave vector.
- The optical strength is the same for every allowed transition, and the prefactor of the gain does not depend on photon energy.
- The carriers in each band are in equilibrium among themselves at temperature $T$, and the spectrum is not broadened.

At weak inversion the gain maximum sits at the onset of the transition between the first subbands. At strong inversion it sits at the onset of the transition between the second subbands. Find the quasi-Fermi level at which it changes place.

For numbers, take $E_g=200$ meV, $m=0.05\,m_0$, $V_0=100$ meV, a well width of 16 nm, $g_v=4$ equivalent valleys and $T=150$ K, so that $kT=12.926$ meV. The bound levels of this finite well are $E_1=16.00$ meV and $E_2=60.37$ meV, hence $D=44.37$ meV.

## First estimate by scaling

Let $F$ be the depth of the quasi-Fermi level in either band; neutrality makes the two depths equal, as shown below. Shifting all levels and $F$ together changes no occupation. The required distance $F-E_2$ can therefore depend only on $D$ and $kT$, and dimensions require

$$F-E_2=kT\,\phi(D/kT).$$

Two limits indicate the size of $\phi$.

If $D\gg kT$, the first transition is almost fully inverted by the time $F$ reaches $E_2$. The second onset must then gain an inversion of order one, which takes a rise of $F$ of order $kT$.

If $D\ll kT$, the inversion near the levels is proportional to the distance of $F$ above the state. Two subbands contribute at the second onset and one at the first, so the balance is $F-E_1=2(F-E_2)$, which gives $F-E_2=D$.

A simple estimate that joins the limits is

$$F\approx E_2+\min(D,kT).$$

Here $kT$ is the smaller, and the estimate is $60.4+12.9=73.3$ meV.

## Exact solution

### One quasi-Fermi depth for both bands

With equal masses and barriers, the electron and hole envelopes obey the same wave equation. They are the same orthonormal set, so the overlap is one for $1\to1$ and $2\to2$ and zero for $1\to2$ and $2\to1$.

The sheet density of electrons, with a factor 2 for spin, is

$$n=2g_v\sum_{j=1}^{2}\int\frac{d^2k}{(2\pi)^2}\,\frac{1}{1+e^{(E_j+\hbar^2k^2/2m-F_e)/kT}}.$$

Put $\varepsilon=\hbar^2k^2/2m$. Then $d^2k=2\pi k\,dk=2\pi(m/\hbar^2)\,d\varepsilon$, and

$$\int_0^\infty\frac{d\varepsilon}{1+e^{(E_j+\varepsilon-F_e)/kT}}=kT\ln\!\left[1+e^{(F_e-E_j)/kT}\right].$$

The density is therefore

$$n(F_e)=\frac{g_v m kT}{\pi\hbar^2}\sum_{j=1}^{2}\ln\!\left[1+e^{(F_e-E_j)/kT}\right].$$

The hole density is the same function of $F_h$. This function rises steadily, so neutrality, $n=p$, requires $F_e=F_h=F$. The separation of the quasi-Fermi levels is $E_g+2F$.

### Inversion at a given photon energy

A vertical transition in subband $j$ has photon energy

$$\hbar\omega=E_g+2\left(E_j+\frac{\hbar^2k^2}{2m}\right).$$

Electron and hole thus lie at the same depth $E=(\hbar\omega-E_g)/2$, whichever subband they occupy. The upper state is filled with probability $f_c=f(E)$, where $f(E)=1/[1+e^{(E-F)/kT}]$. The lower state holds a hole with probability $f(E)$, so it holds an electron with probability $f_v=1-f(E)$. Hence

$$f_c-f_v=2f(E)-1=\frac{1-e^{(E-F)/kT}}{1+e^{(E-F)/kT}}=\tanh\frac{F-E}{2kT}.$$

### The staircase

From the transition energy, $k^2=(m/\hbar^2)(\hbar\omega-E_g-2E_j)$. The area of $k$ space below a given photon energy is $\pi k^2$, which grows linearly with $\hbar\omega$. Each subband therefore adds the same constant density of transitions above its onset. If the in-plane mass is anisotropic, the circle becomes an ellipse whose area is also linear in energy, and only the common step height changes.

Let $g_0$ be the gain of one fully inverted step. With $\Theta$ the unit step function,

$$\frac{g}{g_0}=\left[\Theta(E-E_1)+\Theta(E-E_2)\right]\tanh\frac{F-E}{2kT}.$$

On each plateau the hyperbolic tangent falls as $E$ rises. The maximum must therefore lie at one of the two onsets, where the relative gains are

$$G_1=\tanh\frac{F-E_1}{2kT},\qquad G_2=2\tanh\frac{F-E_2}{2kT}.$$

The factor 2 arises because the first subband still contributes at the second onset, through states with $k\neq0$.

### The crossing

Define

$$x=e^{(F-E_2)/kT},\qquad r=e^{D/kT}>1.$$

Then $e^{(F-E_1)/kT}=rx$. Since $\tanh(u/2)=(e^u-1)/(e^u+1)$,

$$G_1=\frac{rx-1}{rx+1},\qquad G_2=\frac{2(x-1)}{x+1}.$$

Over the common denominator, the numerator of $G_2-G_1$ is

$$\begin{aligned}
q(x)&=2(x-1)(rx+1)-(rx-1)(x+1)\\
&=(2rx^2+2x-2rx-2)-(rx^2+rx-x-1)\\
&=rx^2-3(r-1)x-1.
\end{aligned}$$

The denominator $(x+1)(rx+1)$ is positive, so $q$ has the sign of $G_2-G_1$. The product of the roots of $q$ is $-1/r<0$, so exactly one root is positive. Below it the first onset wins, and above it the second wins. There is one jump, at

$$\boxed{F^*=E_2+kT\ln\frac{3(r-1)+\sqrt{9(r-1)^2+4r}}{2r}}$$

### Bounds and limits

Three values of $q$ locate the root:

$$q(1)=-2(r-1)<0,\qquad q(3)=8>0,\qquad q(r)=(r-1)^3>0.$$

Thus $1<x<\min(3,r)$, or

$$E_2<F^*<E_2+\min(D,\;kT\ln3).$$

Reaching $F=E_2$ is not enough. There the second onset is merely transparent, $G_2=0$, while $G_1=(r-1)/(r+1)$ is positive.

For $D\gg kT$, $r$ is large and the root lies just below 3. Write $x=3-\delta$. The slope is $q'(3)=6r-3(r-1)=3(r+1)$, so to first order $\delta=8/[3(r+1)]\approx8/(3r)$. With $\ln(3-\delta)\approx\ln3-\delta/3$,

$$F^*-E_2\approx kT\left(\ln3-\frac{8}{9}e^{-D/kT}\right).$$

The leading term has a direct reading: the first transition is saturated at $G_1=1$, and the second onset matches it when its inversion is $1/2$.

For $D\ll kT$, put $r=1+\eta$ and $x=1+\xi$ with both small. To first order,

$$q\approx(1+\eta+2\xi)-3\eta-1=2(\xi-\eta).$$

Hence $\xi=\eta$ and $F^*-E_2\to D$.

### Numbers for the well

The ratio $D/kT=3.4325$ gives $r=30.953$. Then $3(r-1)=89.859$, and

$$x=\frac{89.859+\sqrt{89.859^2+4(30.953)}}{2(30.953)}=2.914.$$

The quasi-Fermi level lies $12.926\ln(2.914)=13.8$ meV above $E_2$, so

$$F^*=74.2\ \text{meV},\qquad E_g+2F^*=348.4\ \text{meV}.$$

A direct search for the maximum of the whole staircase spectrum, with these levels and temperature, gives the same $F^*$ to within $10^{-5}$ meV.

At the jump the peak moves from $E_g+2E_1=232.0$ meV to $E_g+2E_2=320.7$ meV, a step of $2D=88.7$ meV. In wavelength it moves from 5.34 to 3.87 µm.

The height of the peak does not jump. Both onsets have

$$G=\frac{2(2.914-1)}{2.914+1}=0.978.$$

What changes is how fast the peak grows with $F$. Differentiating the two hyperbolic tangents gives

$$\frac{dG_1}{dF}=\frac{1-G_1^2}{2kT}=0.0017\ \text{meV}^{-1},\qquad
\frac{dG_2}{dF}=\frac{1-(G_2/2)^2}{kT}=0.059\ \text{meV}^{-1}.$$

The peak gain has a kink, with a slope about 35 times larger above it. The first transition is nearly saturated there, while the second is only about half inverted.

The density formula gives $6.35\times10^{12}$ cm$^{-2}$ in the well at the jump, summed over the four valleys.

## Comparison of estimate and exact result

The estimate of 73.3 meV is 0.9 meV below the exact 74.2 meV. Relative to the exact distance $F^*-E_2$, the error is about 6.5%. The estimate replaced $\ln x=1.07$ by 1. The large-spacing limit would give $\ln3=1.10$, or 14.2 meV above $E_2$, and the finite spacing lowers this to 13.8 meV.

With the levels held fixed and only the temperature changed, the comparison is:

| $T$ (K) | $\min(D,kT)$ (meV) | exact $F^*-E_2$ (meV) |
|---:|---:|---:|
| 77 | 6.6 | 7.3 |
| 150 | 12.9 | 13.8 |
| 300 | 25.9 | 24.0 |

At 77 K the exact distance is close to $kT\ln3$. At 300 K it has fallen below $kT$, because the first transition is no longer nearly saturated when the second overtakes it. The estimate is poorer where its two branches meet. At $D=kT$, the formula with $r=e$ gives $x=2.07$ and $F^*-E_2=0.73\,kT$, whereas the estimate gives $kT$. Scaling finds the right energy scale in both limits, but not the number $\ln3$ or the passage between the limits.

## Where the model gives way

**Optical prefactor.** Suppose the second onset has relative height $R>1$ instead of 2. The condition $(rx-1)(x+1)=R(x-1)(rx+1)$ becomes, after the same expansion,

$$(R-1)rx^2-(R+1)(r-1)x-(R-1)=0.$$

A gain prefactor proportional to $1/\hbar\omega$ gives $R=2(232.00/320.74)=1.447$. Taken alone, it raises $F^*$ by 7.8 meV to 81.9 meV.

**Nonparabolic bands.** In a narrow-gap material the prefactor should not be taken alone. A two-band dispersion replaces $E$ by $E(1+E/E_g)$:

$$E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2(k_j^2+k^2)}{2m},$$

where $k_j$ is the confinement wave number. The density of transitions is then proportional to $d(k^2)/dE\propto1+2E/E_g=\hbar\omega/E_g$, which cancels the factor $1/\hbar\omega$. With a constant momentum matrix element the ratio returns to $R=2$, but the levels move. If the $k_j$ of the parabolic well are kept, which is itself an estimate, $E_1$ and $E_2$ become 14.9 and 48.6 meV. The boxed formula then gives $F^*=61.9$ meV, 12.3 meV below the parabolic result. With $R=2$ the distance above the second level hardly changes, at 13.3 meV, while the photon-energy jump shrinks to about 67 meV. These figures leave out the variation of the momentum matrix element, which the two-band model also fixes. For light polarized in the plane, the strength of subband $j$ at half photon energy $\epsilon=E+E_g/2$, averaged over in-plane directions, is $(1+\epsilon_j^2/\epsilon^2)/2$, with $\epsilon_j=E_j+E_g/2$. Solving the two-band well with a 400 meV barrier gap and the same interband coupling gives levels at 13.9 and 49.5 meV, a third at 92.8 meV, and $R=1.79$. Then $F^*=65.0$ meV, about 9 meV below the parabolic result and 15.5 meV above the second level, and the photon-energy jump is 71 meV.

**Unequal masses.** With a hole mass of $0.055\,m_0$, the hole ladder and neutrality must be solved again. The jump then occurs at $F_e=75.5$ meV and $F_h=69.2$ meV, and their mean is 1.9 meV below the mirror value. Barrier carriers are left out here; 100 nm of barrier would move each level by about 0.4 meV and leave the mean unchanged. The hole level is shallower because a heavier mass gives more states and lower subbands, so the same density needs a smaller $F_h$.

**Broadening.** Gaussian broadening with a standard deviation of 4 meV raises $F^*$ by 3.6 meV. The sign is as expected: the plateau beyond the second onset falls much more steeply than that beyond the first, so smoothing should lower the second maximum more.

**Other states.** A third subband, or the barrier continuum, leaves the result unchanged as long as it begins above $F^*$, because every transition at $E>F^*$ absorbs. Here the continuum begins at 100 meV. It does hold carriers: 100 nm of barrier material contains $0.51\times10^{12}$ cm$^{-2}$, or 8% of the density in the well, if the bulk density of states is used; hard outer walls lower this to about $0.43\times10^{12}$ cm$^{-2}$, or 7%. The pump must supply them, but mirror symmetry keeps $F_e=F_h$.

**The real case.** The parameters are round values in the rough regime of a cooled lead-salt well for the mid-infrared, a family whose conduction and valence bands are nearly mirror images. The four valleys are equivalent for growth along a cube axis. For growth along a body diagonal, one valley has a different confinement mass from the other three, so there are two ladders and the two-step formula does not apply. Spread over the 16 nm well, the density at the jump is about $4\times10^{18}$ cm$^{-3}$ for parabolic bands with one isotropic mass. The two-band density of states raises it to 5 to $6\times10^{18}$ cm$^{-3}$, and strongly anisotropic valleys raise it further, by a factor 1.85 for a longitudinal-to-transverse mass ratio of 10 at fixed confinement mass. This is strong injection; recombination and heating, which decide whether a device can reach it, are not modelled. Of the effects sized here, nonparabolicity taken together with the $1/\hbar\omega$ prefactor moves the absolute level most, by about 12 meV in 74 with a constant matrix element and by about 9 meV when the two-band well is solved with its own matrix element. The shifts were computed separately and should not be added as if independent. Many-body gap shrinkage and Coulomb enhancement of the gain are not computed. With parabolic bands and a constant prefactor, a rigid change of the gap would move both photon energies but not $F^*$; with the $1/\hbar\omega$ prefactor or the two-band dispersion it would also shift $F^*$ somewhat. An enhancement that differs between the two onsets would change $R$.

The numerical output below lists the values to more digits than the model warrants for a real device.

## Calculated quantities

```
Band gap: 200 meV
Mass in both bands: 0.050 m0
Barrier height per band: 100 meV
Well width: 16 nm
Equivalent valleys: 4
Temperature: 150 K
Thermal energy kT: 12.926 meV
First level E1: 16.00 meV
Second level E2: 60.37 meV
Level spacing D: 44.37 meV
Ratio D/kT: 3.4325
r = exp(D/kT): 30.953
x at the jump: 2.9142
Quasi-Fermi level F at the jump: 74.19 meV
F - E2: 13.83 meV
Upper bound kT ln 3: 14.20 meV
Quasi-Fermi separation: 348.39 meV
Sheet density in the well: 6.35 1e12 cm^-2
Relative peak gain at the jump: 0.9781
Relative gain slope below jump: 0.00168 per meV
Relative gain slope above jump: 0.05886 per meV
Photon energy before jump: 232.00 meV
Photon energy after jump: 320.74 meV
Photon energy jump: 88.74 meV
Wavelength before jump: 5.344 um
Wavelength after jump: 3.866 um
F - E2 at 77 K, fixed levels: 7.28 meV
F - E2 at 150 K, fixed levels: 13.83 meV
F - E2 at 300 K, fixed levels: 24.01 meV
Height ratio R with 1/photon energy: 1.4467
F with 1/photon energy alone: 81.94 meV
Shift from that prefactor: 7.75 meV
Nonparabolic E1: 14.89 meV
Nonparabolic E2: 48.57 meV
F with nonparabolicity and prefactor: 61.90 meV
Shift from both together: -12.29 meV
Test hole mass: 0.055 m0
Smallest allowed squared overlap: 0.99852
Electron F with heavier hole: 75.48 meV
Hole F with heavier hole: 69.19 meV
Shift of mean F, heavier hole: -1.86 meV
Gaussian standard deviation: 4.0 meV
F with broadening: 77.79 meV
Shift from broadening: 3.59 meV
Total barrier thickness: 100 nm
Sheet density in barriers: 0.51 1e12 cm^-2
Barrier to well density ratio: 0.0811
```
